\section*{The Bulge Law of a Long Rectangular Membrane}

\section{A film whose tension does not change}

A thin film covers a long slot of width $2a$ and is held along both long edges. It is stretched so tightly that a small pressure $p$ from below leaves its tension practically unchanged. Let $x$ run across the slot from $-a$ to $a$, let $z(x)$ be the height of the film, and let $N_0$ be the tension per unit length of slot.

Consider the part of the film between $-x$ and $x$. The pressure pushes it up with force $2px$ per unit length. At each end the tension has the vertical component $N_0z'(x)$ along the outward tangent, which is negative because the film slopes down towards the edge. The forces balance when
\begin{equation}
2px+2N_0z'(x)=0,\qquad z'(x)=-\frac{px}{N_0}.
\end{equation}
Integrating with $z(a)=0$ gives
\begin{equation}
z(x)=\frac{p}{2N_0}(a^2-x^2),\qquad w\equiv z(0)=\frac{pa^2}{2N_0}.
\end{equation}
If the film has thickness $h$ and transverse residual stress $\sigma$, then $N_0=\sigma h$ and
\begin{equation}
p=\frac{2\sigma h}{a^2}\,w .
\label{eq:linear}
\end{equation}
This is the first term of the bulge law. The second term appears because a bulged film is longer than a flat one, so its tension rises with $w$.

\section{Assumptions and elastic modulus}

The film is isotropic and linearly elastic, with Young modulus $E$ and Poisson ratio $\nu$. The frame is rigid, the initial transverse stress $\sigma$ is uniform and tensile, and the film does not wrinkle. The slot is long, $w\ll a$, and $\sigma\ll E$. Bending stiffness is neglected until Section~\ref{sec:bending}. Heights are measured from the flat, stressed film at $p=0$.

Far from the ends nothing depends on the axial coordinate $y$, and the film does not move along $y$. The added axial strain is therefore zero. The axial residual stress acts vertically only through the curvature along $y$, which vanishes there, so it does not enter the central height.

Let $u(x)$ be the transverse in-plane displacement caused by the pressure. An element of initial length $dx$ acquires the length
\begin{equation}
ds=dx\sqrt{(1+u')^2+z'^2}
\simeq dx\left(1+u'+\tfrac12z'^2\right).
\end{equation}
Here $u'$ is of order $z'^2$, so the omitted terms are of order $z'^4$. The added transverse strain is
\begin{equation}
e=u'+\tfrac12z'^2 .
\label{eq:strain}
\end{equation}

Let $s_x$ and $s_y$ be the added stresses. The stress normal to the film is of order $p$, negligible beside the in-plane stresses. Hooke's law then reads
\begin{align}
0&=\frac{s_y-\nu s_x}{E}, & e&=\frac{s_x-\nu s_y}{E}.
\end{align}
The first equation gives $s_y=\nu s_x$. Inserting this in the second gives
\begin{equation}
e=\frac{1-\nu^2}{E}s_x,\qquad
s_x=\bar E e,\qquad \bar E=\frac{E}{1-\nu^2}.
\end{equation}
The plane-strain modulus $\bar E$ exceeds $E$ because the film is prevented from contracting along the slot.

\section{Derivation of the law}

The tension per unit slot length is
\begin{equation}
N=h(\sigma+\bar E e).
\label{eq:tension}
\end{equation}
To leading order in slope the horizontal force on an element is $N'\,dx$, so $N'=0$. The horizontal part of the pressure changes the horizontal force between centre and edge by $pw$. Relative to $N\simeq pa^2/(2w)$ this is $2(w/a)^2$, which is small. Since $N$, $h$ and $\sigma$ are uniform, $e$ is uniform as well.

The vertical balance is that of the first section with $N_0$ replaced by the actual tension $N$:
\begin{equation}
Nz''=-p,\qquad
z=w\left(1-\frac{x^2}{a^2}\right),\qquad
p=\frac{2Nw}{a^2}.
\label{eq:balance}
\end{equation}

It remains to find $e$. Averaging \eqref{eq:strain} over the width removes $u$, because $u(a)=u(-a)=0$. With $z'=-2wx/a^2$,
\begin{align}
e&=\frac{1}{2a}\int_{-a}^{a}\left(u'+\frac{z'^2}{2}\right)dx
=\frac{1}{2a}\int_{-a}^{a}\frac{2w^2x^2}{a^4}\,dx\nonumber\\
&=\frac{w^2}{a^5}\,\frac{2a^3}{3}
=\frac{2w^2}{3a^2}.
\label{eq:stretch}
\end{align}
A displacement that makes this strain uniform does exist. From \eqref{eq:strain},
\begin{equation}
u'=\frac{2w^2}{3a^2}-\frac{2w^2x^2}{a^4},\qquad
u=\frac{2w^2}{3a^2}\left(x-\frac{x^3}{a^2}\right),
\end{equation}
and $u$ vanishes at both edges. Inserting \eqref{eq:tension} and \eqref{eq:stretch} in \eqref{eq:balance} gives
\begin{align}
p&=\frac{2hw}{a^2}\left(\sigma+\frac{2\bar E w^2}{3a^2}\right)\nonumber\\
&=\boxed{\frac{2\sigma h w}{a^2}+\frac{4\bar E h w^3}{3a^4}}.
\label{eq:law}
\end{align}
The length $a$ is the half-width. In terms of the full width $b=2a$, the coefficients become $8\sigma h/b^2$ and $64\bar E h/(3b^4)$.

\section{Using the law}

\subsection{The two regimes}

The two terms are equal when $\sigma=2\bar E w^2/(3a^2)$, that is, at
\begin{equation}
w_*=a\sqrt{\frac{3\sigma}{2\bar E}} .
\end{equation}
For $w\ll w_*$ the residual stress carries the load and \eqref{eq:linear} holds. For $w\gg w_*$ the stretching carries it, and
\begin{equation}
w\simeq\left(\frac{3pa^4}{4\bar E h}\right)^{1/3}.
\end{equation}
Doubling the pressure then raises the height by the factor $2^{1/3}$.

\subsection{Height from pressure}

For $\sigma>0$ the right side of \eqref{eq:law} increases with $w$, so each positive pressure has one height. Multiplying \eqref{eq:law} by $3a^4/(4\bar E h)$ gives
\begin{equation}
w^3+w_*^2w=B,\qquad B=\frac{3pa^4}{4\bar E h}.
\end{equation}
Set $w=2c\sinh\varphi$ with $c=w_*/\sqrt3$. The left side becomes
\begin{equation}
8c^3\sinh^3\varphi+6c^3\sinh\varphi=2c^3\sinh3\varphi,
\end{equation}
because $\sinh3\varphi=4\sinh^3\varphi+3\sinh\varphi$. Hence
\begin{equation}
w=2c\sinh\left[\frac13\operatorname{arsinh}\frac{B}{2c^3}\right].
\end{equation}

\subsection{Stress and modulus from a bulge test}

Dividing \eqref{eq:law} by $w$ gives a straight line in $w^2$,
\begin{equation}
\frac pw=I+Sw^2,\qquad
\sigma=\frac{a^2I}{2h},\qquad
\bar E=\frac{3a^4S}{4h}.
\label{eq:fit}
\end{equation}
For a fixed measured line, a half-width entered $1\%$ too large makes $\sigma$ about $2\%$ and $\bar E$ about $4\%$ too large. The test yields $\bar E$; obtaining $E$ requires $\nu$.

\subsection{Sensitivity of the height}

Let $P_1$ and $P_3$ be the linear and cubic terms of \eqref{eq:law}. At fixed $p$, $a$ and $h$, differentiation gives
\begin{equation}
\frac{\delta w}{w}=
-\frac{P_1\,\delta\sigma/\sigma+P_3\,\delta\bar E/\bar E}{P_1+3P_3}.
\label{eq:sensitivity}
\end{equation}
The factor 3 comes from the cubic dependence on $w$. As the pressure rises, the relative sensitivity to $\sigma$ falls in magnitude from 1 towards 0, while that to $\bar E$ rises from 0 towards $1/3$.

\section{Conditions on slope and length}

\subsection{Finite slope}

Pressure acts normal to the deformed film. Without a tangential load, the tangential tension $T$ is uniform. Normal balance on an element that turns through $d\theta$ is $T\,d\theta=p\,ds$, so the film is a circular arc of radius $R=T/p$. From $R^2=a^2+(R-w)^2$, with $t=w/a$,
\begin{equation}
R=\frac{a^2+w^2}{2w}=\frac{a(1+t^2)}{2t}.
\end{equation}
The half-angle $\theta$ of the arc obeys $t=(1-\cos\theta)/\sin\theta=\tan(\theta/2)$, so $\theta=2\arctan t$. The stretch is
\begin{equation}
e=\frac{R\theta}{a}-1=(1+t^2)\frac{\arctan t}{t}-1 .
\end{equation}
With the linear relation $T=h(\sigma+\bar E e)$, the pressure $T/R$ is
\begin{equation}
p=\frac ha\,\frac{2t}{1+t^2}
\left[\sigma+\bar E\left((1+t^2)\frac{\arctan t}{t}-1\right)\right].
\label{eq:arc}
\end{equation}
Since $\arctan t/t=1-t^2/3+t^4/5-\cdots$, the stretch is $2t^2/3-2t^4/15+\cdots$. Multiplication by $2t(1-t^2+\cdots)$ gives
\begin{equation}
\frac{pa}{h}=2\sigma t(1-t^2)
+\frac{4\bar E}{3}t^3\left(1-\frac{6t^2}{5}\right)+\cdots .
\end{equation}
With this linear relation the cubic coefficient is $4\bar E/3-2\sigma$. The bulge law drops $2\sigma$ beside $4\bar E/3$, which is where $\sigma\ll\bar E$ is used. At fixed pressure this arc stands slightly higher than the law predicts. When stretching dominates, a relative pressure correction of $-6t^2/5$ becomes a height correction of one third that size, $+2t^2/5$. These coefficients belong to the assumed relation between $T$ and $e$. If the elastic part is $h\bar E e(1+\beta e)$, the pressure correction becomes $(2\beta/3-6/5)t^2$; a film linear in Green strain has $\beta=3/2$ and gives $-t^2/5$. For a real film only the order $t^2$ of the correction is fixed without its nonlinear elastic constants.

As a test, the vector force balance of an elastic string obeying the same linear relation was integrated without assuming its shape. In units with $a=h=1$, the parameters were $\sigma=1$ and $\bar E=5000$. At loads for which \eqref{eq:law} gives $t=0.05$ and $0.10$, its height differed from the law by $0.11\%$ and $0.41\%$, close to $2t^2/5$. Equation \eqref{eq:arc}, evaluated at the heights found, reproduced the loads to within one part in $10^6$.

\subsection{Finite length}

At low pressure and equal residual stresses in both directions, $\sigma h(z_{xx}+z_{yy})=-p$. The difference from the long-slot shape satisfies Laplace's equation and vanishes on the long edges. Its slowest part varies as $\cos(\pi x/2a)$ and decays from an end as $e^{-\pi d/2a}$, where $d$ is the distance from that end. At the centre of a slot whose length is $r$ times its width, $d=ra$ and the factor for one end is $e^{-\pi r/2}$: about $0.04$ for $r=2$ and $0.002$ for $r=4$. Both ends act there, so the low-pressure central height is reduced by about twice this factor, or $9\%$ and $0.4\%$.

At higher pressure, stretching couples the two directions. The energy of clamped rectangles was therefore minimised over all three displacement components, for the foil of Section~\ref{sec:example} at 1000~Pa. The central height relative to \eqref{eq:law} was
\begin{center}
\begin{tabular}{lcccc}
Length/width & 1 & 2 & 4 & 6\\
Height/law & 0.755 & 0.987 & 1.0004 & 1.0000
\end{tabular}
\end{center}
The law fails for the square, as it should; at a ratio of 2 the height is $1.3\%$ below the law's value. At this load, doubling the axial residual stress at ratio 6 left the height equal to the law's value to within $0.01\%$. At low pressure the doubling lengthens the decay from the ends by $\sqrt2$, and the central height then lies about $0.3\%$ below the law.

A second calculation, at ratio 6, distinguishes $\bar E$ from $E$. For $\nu=0.3$, $\sigma/E=3\times10^{-5}$ and $pa/(Eh)=4\times10^{-6}$, the energy minimum gave $w/a=0.01300$. The law gives $0.01300$ with $\bar E$ and $0.01338$ with $E$.

\section{Bending at the clamps}
\label{sec:bending}

The parabola meets the frame at an angle, whereas a clamped film must leave it flat. Bending restores the zero slope in a narrow layer. At distance $\zeta$ from the mid-plane, curvature adds the strain $-\zeta z''$ and the stress $-\bar E\zeta z''$. The bending energy per unit area is
\begin{equation}
\frac12\int_{-h/2}^{h/2}\bar E\zeta^2z''^2\,d\zeta
=\frac D2z''^2,\qquad D=\frac{\bar E h^3}{12}.
\end{equation}
For a small vertical displacement $\delta z$, virtual work requires
\begin{equation}
\int_{-a}^{a}\left(Nz'\delta z'+Dz''\delta z''-p\,\delta z\right)dx=0 .
\end{equation}
Since $\delta z$ and $\delta z'$ vanish at the clamps, integration by parts gives
\begin{equation}
Dz''''-Nz''=p .
\end{equation}
Integrate once. The constant is zero because $z'$ and $z'''$ are odd in $x$. With $k=\sqrt{N/D}$, the odd solution for the slope that vanishes at $x=a$ is
\begin{equation}
z'=-\frac{px}{N}+\frac{pa}{N}\frac{\sinh kx}{\sinh ka}.
\label{eq:slope}
\end{equation}
A second integration, with $z(a)=0$, gives
\begin{equation}
z=\frac{p(a^2-x^2)}{2N}
-\frac{pa}{Nk}\,\frac{\cosh ka-\cosh kx}{\sinh ka}.
\end{equation}
At the centre, $(\cosh ka-1)/\sinh ka=\tanh(ka/2)$, so
\begin{equation}
w=\frac{pa^2}{2N}\left[1-\frac{2}{ka}\tanh\frac{ka}{2}\right].
\label{eq:bentheight}
\end{equation}
Neglecting bending therefore requires $ka\gg1$. The tension is not known in advance; it must satisfy
\begin{equation}
N=h\left[\sigma+\frac{\bar E}{2a}\int_{-a}^{a}\frac{z'^2}{2}\,dx\right]
\end{equation}
with the slope \eqref{eq:slope}. This is a single equation for $N$, suited to bracketing.

The bending stress at the film surface is largest in magnitude at the clamp, where it equals $\bar E h z''(a)/2$. Differentiating \eqref{eq:slope} gives
\begin{equation}
z''(a)=\frac pN\left(ka\coth ka-1\right)\simeq\frac{pak}{N}
\qquad(ka\gg1).
\end{equation}
Write $N=hs$, with $s$ the membrane stress, and $w_0=pa^2/(2N)$. Then $pa/N=2w_0/a$ and $k=\sqrt{12s/(\bar E h^2)}$, so
\begin{equation}
\sigma_{\rm b}\simeq\frac{\bar E h}{2}\,\frac{2w_0}{a}
\sqrt{\frac{12s}{\bar E h^2}}
=\frac{2w_0}{a}\sqrt{3\bar E s}.
\label{eq:edge}
\end{equation}
For $ka\gg1$, at given slope $2w_0/a$ and membrane stress, the thickness cancels: a thinner film has a narrower edge layer, but the same edge stress. The membrane stress alone is therefore not a safe measure of strength.

\section{Worked example: a beryllium foil}
\label{sec:example}

A beryllium foil with $h=8\ \mu\mathrm m$ covers a slot 20~mm wide and 120~mm long, so $a=10$~mm. The chosen residual stress is 30~MPa and the test pressure is 1000~Pa. Rough material values are $E=300$~GPa and $\nu=0.05$, which give
\begin{equation}
\bar E=\frac{300\ \mathrm{GPa}}{1-0.05^2}=300.8\ \mathrm{GPa}.
\end{equation}
With $w$ in micrometres and $p$ in pascals, the law becomes
\begin{equation}
p=4.80\,w+3.208\times10^{-4}\,w^3 .
\end{equation}
Its root at 1000~Pa is $w=112.7\ \mu\mathrm m$ (0.1127~mm). The linear and cubic terms contribute 541 and 459~Pa. They are nearly equal because the height is close to $w_*=122.3\ \mu\mathrm m$. The added strain and total membrane stress are
\begin{align}
e&=\tfrac23(0.01127)^2=8.47\times10^{-5},\\
s&=30\ \mathrm{MPa}+\bar E e=55.5\ \mathrm{MPa}.
\end{align}
The finite-slope correction to the pressure from \eqref{eq:arc} is $-0.014\%$, and the foil's weight amounts to 0.14~Pa. Both are negligible here.

Bending matters more. The self-consistent solution has $ka=58.3$ and an edge layer of width $1/k=0.17$~mm. At fixed tension the height would fall by $3.4\%$. The flatter foil is also stretched less, however, and its lower tension recovers about half of that loss. The height becomes $110.9\ \mu\mathrm m$, or $1.6\%$ below the law. At 200~Pa the reduction is $3.7\%$, from 38.0 to $36.6\ \mu\mathrm m$, for two reasons. The tension is lower, so the edge layer is wider; and stretching supplies only a small part of the tension, so a flatter foil recovers less of the loss.

The height lost to bending biases a bulge test, and its pressure dependence determines how the bias is shared between $\sigma$ and $\bar E$. Fitting \eqref{eq:fit} to the bending-corrected heights at 200, 400, 600, 800 and 1000~Pa gives $\sigma=31.5$~MPa and $\bar E=304$~GPa. The inputs were 30~MPa and 300.8~GPa, so the fit is high by about $5\%$ and $1\%$. In this example the stiffness of the edge layers is read mainly as extra residual stress.

The edge bending stress is 158~MPa, nearly three times the membrane stress. The total at the surface is 213~MPa, compared with a rough yield stress of 300~MPa. The calculation assumes a perfectly sharp, rigid clamp.

Two further effects exceed the slope correction. If the foil is 1~K warmer than its frame, with expansion prevented in both in-plane directions, the stress falls by
\begin{equation}
\frac{E\alpha\,\Delta T}{1-\nu}
=\frac{(300\ \mathrm{GPa})(11\times10^{-6})}{0.95}
=3.5\ \mathrm{MPa},
\end{equation}
where $\alpha=11\times10^{-6}\ \mathrm{K}^{-1}$ is a rough expansion coefficient. The height rises to $116.4\ \mu\mathrm m$, or by $3.3\%$, in agreement with \eqref{eq:sensitivity}.

Beryllium is also hexagonal, and a foil may have a preferred crystal orientation. When the hexagonal axis lies along $x$, $y$ or the film normal, no shear couples to the stretch, and for zero axial strain and zero normal stress, eliminating the normal strain gives $\bar E=C_{xx}-C_{xn}^2/C_{nn}$, where $n$ denotes the film normal. Rough constants $C_{11}=290$, $C_{33}=340$ and $C_{13}=14$~GPa give 289~GPa with the hexagonal axis normal to the foil and 339~GPa with it across the slot. At fixed $\sigma$, the heights are 113.7 and $109.5\ \mu\mathrm m$. These digits follow the rough constants: $C_{11}=294$ and $C_{33}=357$~GPa would give 113.4 and $108.2\ \mu\mathrm m$. The rough $E=300$~GPa is not an average of these constants, so the spread between the two heights is more meaningful than their offset from $112.7\ \mu\mathrm m$.

Beryllium foils of about this thickness serve as X-ray windows, but a 20~mm slot is wide for a foil that must hold one atmosphere. Extrapolated to that pressure, the elastic law gives a membrane stress of 940~MPa, about three times the rough yield stress even before edge bending is added. The result means that the elastic model has failed, not that the foil would carry this stress. The example thus describes a low-pressure test of window material. The residual stress of a real foil depends on its mounting and must be measured. Among the departures sized here, a temperature difference of 1~K and the clamped edges shift the height by a few per cent, as does crystal orientation; a yielding clamp has not been sized. The numerical output lists the remaining values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Be Young modulus, rough input: 300 GPa
Be Poisson ratio, rough input: 0.05
Be density, rough input: 1.8 g/cm3
Be thermal expansion, rough input: 11 1e-6/K
Be yield stress, rough input: 300 MPa
Be C11, rough input: 290 GPa
Be C33, rough input: 340 GPa
Be C13, rough input: 14 GPa
Half-width a: 10 mm
Length/width: 6
Foil thickness h: 8 um
Residual stress sigma: 30 MPa
Test pressure p: 1000 Pa
Plane-strain modulus E_bar: 300.8 GPa
Law central height w: 112.7 um
Height ratio w/a: 0.01127
Added strain: 8.466e-05
Total membrane stress: 55.46 MPa
Linear pressure term: 540.9 Pa
Cubic pressure term: 459.1 Pa
Equal-term height: 122.3 um
Height/law, length/width 1: 0.755255
Height/law, length/width 2: 0.986525
Height/law, length/width 4: 1.00037
Height/law, length/width 6: 1.00004
Height/law, doubled axial stress: 1.00003
nu=0.3 test: energy w/a: 0.0129996
nu=0.3 test: law w/a with E_bar: 0.0130012
nu=0.3 test: law w/a with E: 0.0133844
String test height error at w/a=0.05: 0.1059 %
String test height error at w/a=0.10: 0.4081 %
Arc/law pressure minus one: -0.01386 %
Bending parameter ka: 58.26
Edge layer width 1/k: 0.1717 mm
Height factor at fixed tension: 0.9657
p=200 Pa: law w=38.00 um, with bending=36.58 um
p=400 Pa: law w=64.99 um, with bending=63.20 um
p=600 Pa: law w=84.57 um, with bending=82.73 um
p=800 Pa: law w=99.94 um, with bending=98.11 um
p=1000 Pa: law w=112.69 um, with bending=110.87 um
Bending height change: -1.613 %
Edge bending stress: 158.2 MPa
Total edge surface stress: 212.6 MPa
Fitted sigma from bent heights: 31.46 MPa
Fitted E_bar from bent heights: 304 GPa
Foil weight per area: 0.1412 Pa
Stress loss if foil is 1 K warmer: 3.474 MPa
Height if foil is 1 K warmer: 116.4 um
E_bar, c axis normal to foil: 289.4 GPa
E_bar, c axis across slot: 339.3 GPa
Height, c axis normal to foil: 113.7 um
Height, c axis across slot: 109.5 um
Elastic-law stress at one atmosphere: 940 MPa
\end{verbatim}
